# Quartic variance and exact line minima for linear Jastrow parameters

## The cost of an ordinary line search

Suppose that a trial wave function is optimized by lowering the variance of its local energy on a stored set of $N$ electron configurations. An ordinary line search evaluates the variance at one trial step after another, and each evaluation runs over all $N$ configurations. It can also settle in one minimum on the line without showing that a lower one exists. For parameters that enter the Jastrow exponent linearly, with a multiplicative potential and equal weights on all configurations, both difficulties can be removed. The variance on any line is a polynomial of degree at most four, and a few sample covariances fix it completely.

## Wave function and assumptions

Let $R$ denote all electron coordinates and $\nabla$ the gradient with respect to all of them. The trial function is

$$\Psi_\alpha=e^{F}\Phi,\qquad F=\sum_{i=1}^{P}\alpha_i f_i(R),\qquad \Phi=e^{J_0}D .$$

The $P$ parameters $\alpha_i$ are real. The functions $f_i$, $J_0$ and $D$ are real and do not depend on them. $D$ may be a determinant or a sum of determinants, and $J_0$ holds the fixed part of the Jastrow exponent, such as a term that imposes a cusp. The Hamiltonian is

$$H=-\frac{\hbar^2}{2m}\nabla^2+V(R),$$

where $V$ acts by multiplication. The configurations $R_1,\dots,R_N$ are held fixed, with $N\ge2$, and lie away from the nodes of $\Phi$ and from points where particles coincide.

The quantity to be minimized is the unreweighted sample variance of the local energy $E_L=\Psi_\alpha^{-1}H\Psi_\alpha$:

$$S(\alpha)=\frac1{N-1}\sum_{n=1}^{N}\left[E_L(R_n;\alpha)-\bar E(\alpha)\right]^2,\qquad \bar E=\frac1N\sum_n E_L(R_n;\alpha).$$

"Unreweighted" means that every configuration counts equally at every $\alpha$. If the sample was drawn from $|\Psi_{\alpha_s}|^2$, then $S(\alpha)$ estimates the quantum-mechanical variance at $\alpha=\alpha_s$. Elsewhere it estimates the spread of the new local energy over the old distribution. It is still a sensible target: if $\Psi_\alpha$ is an eigenstate, $E_L$ is constant and $S=0$ on any sample. The converse fails on a finite sample. With two configurations, for instance, $S=0$ requires only that two local energies coincide.

## The local energy is quadratic

The product rule gives

$$\nabla(e^F\Phi)=e^F(\nabla\Phi+\Phi\nabla F).$$

Taking the divergence, and differentiating the prefactor $e^F$ as well, gives

$$\nabla^2(e^F\Phi)=e^F\left[\nabla F\cdot(\nabla\Phi+\Phi\nabla F)+\nabla^2\Phi+\nabla\Phi\cdot\nabla F+\Phi\nabla^2F\right].$$

The two mixed terms are equal. Division by $e^F\Phi$ leaves

$$\frac{\nabla^2\Psi_\alpha}{\Psi_\alpha}=\frac{\nabla^2\Phi}{\Phi}+\nabla^2F+2\nabla F\cdot\frac{\nabla\Phi}{\Phi}+|\nabla F|^2 .$$

The exponential has cancelled. The first term is independent of $\alpha$, the next two are linear, and the last is quadratic. Multiplying by $-\hbar^2/2m$ and adding $V$ gives

$$E_L=E_0+\sum_i\alpha_i g_i+\sum_{i,j}\alpha_i\alpha_jG_{ij},\tag{1}$$

with

$$E_0=\frac{H\Phi}{\Phi},\qquad g_i=-\frac{\hbar^2}{2m}\left(\nabla^2f_i+2\nabla f_i\cdot\frac{\nabla\Phi}{\Phi}\right),\qquad G_{ij}=-\frac{\hbar^2}{2m}\nabla f_i\cdot\nabla f_j .$$

These coefficients depend on the configuration but not on $\alpha$. The double sum in (1) runs over all ordered pairs, so $G_{12}$ and $G_{21}$ both contribute.

## The variance as a matrix form

Collect the monomials of degree at most two in a vector $\mu(\alpha)$ with entries $1$, $\alpha_i$, and $\alpha_i\alpha_j$ for $i\le j$. Its length is

$$M=1+P+\frac{P(P+1)}2=\frac{(P+1)(P+2)}2 .$$

For configuration $n$, let the row $B_n$ contain $E_0$, $g_i$, $G_{ii}$, and $2G_{ij}$ for $i<j$, in matching order. The factor 2 appears because each unequal pair is now listed once. Then $E_L(R_n;\alpha)=B_n\mu(\alpha)$, and the mean is $\bar E=\bar B\mu$. Hence

$$S(\alpha)=\frac1{N-1}\sum_n\left[(B_n-\bar B)\mu\right]^2=\mu^TC\mu,\tag{2}$$

$$C=\frac1{N-1}\sum_n(B_n-\bar B)^T(B_n-\bar B).$$

Each entry of $\mu$ has degree at most two, so $S$ has degree at most four. The symmetric matrix $C$ has $M(M+1)/2$ distinct entries. Several of them can multiply the same monomial: $\alpha_1^2\alpha_2^2$, for example, arises from $(\alpha_1^2)(\alpha_2^2)$ and from $(\alpha_1\alpha_2)^2$. The number of monomials of degree at most four in $P$ variables is the number of ways to distribute four units among $P$ exponents and one unused remainder, namely

$$\binom{P+4}{4}.$$

For $P=3$ there are 10 entries in $\mu$, 55 distinct covariances and 35 polynomial coefficients. It is convenient to keep $C$ and leave the coefficients uncondensed.

Forming $C$ takes about $NM(M+1)/2$ multiplications. One evaluation of all local energies from stored rows $B_n$ takes about $NM$, so building $C$ costs as much as $(M+1)/2$ such evaluations. After that, the work no longer depends on $N$. If $P$ is so large that $C$ is too expensive, one can make one pass per line and accumulate only the covariances of the three quantities defined next.

## The polynomial on a line

Set $\alpha=a+tb$, where $a$ is the current point, $b$ a direction and $t$ a real number. Substitution in (1), with $G_{ij}=G_{ji}$, gives $E_L=q_0+q_1t+q_2t^2$, where

$$q_0=E_0+\sum_ia_ig_i+\sum_{i,j}a_ia_jG_{ij},$$

$$q_1=\sum_ib_ig_i+2\sum_{i,j}a_ib_jG_{ij},\qquad q_2=\sum_{i,j}b_ib_jG_{ij}.$$

Let Var and Cov denote sample variance and covariance with divisor $N-1$. Squaring the deviation of $q_0+q_1t+q_2t^2$ from its mean and collecting powers of $t$ gives

$$S(t)=c_0+c_1t+c_2t^2+c_3t^3+c_4t^4,\tag{3}$$

$$c_0=\mathrm{Var}\,q_0,\qquad c_1=2\,\mathrm{Cov}(q_0,q_1),\qquad c_2=\mathrm{Var}\,q_1+2\,\mathrm{Cov}(q_0,q_2),$$

$$c_3=2\,\mathrm{Cov}(q_1,q_2),\qquad c_4=\mathrm{Var}\,q_2 .$$

The coefficient $c_2$ has two parts because $t^2$ arises both from $(q_1t)^2$ and from twice the product of $q_0$ and $q_2t^2$.

The same coefficients follow from $C$ without the configurations. Write $\mu(a+tb)=\mu_0+t\mu_1+t^2\mu_2$. Here $\mu_0=\mu(a)$. The vector $\mu_1$ has entries $0$, $b_i$ and $a_ib_j+a_jb_i$, and $\mu_2$ has entries $0$, $0$ and $b_ib_j$, in the order constant, linear, quadratic. Since $q_k=B\mu_k$, every covariance needed is $\mathrm{Cov}(q_k,q_l)=\mu_k^TC\mu_l$.

## Choosing the line minimum

The stationary points satisfy

$$c_1+2c_2t+3c_3t^2+4c_4t^3=0.\tag{4}$$

If $c_4>0$, the quartic rises without limit in both directions. It therefore has a lowest point, which is one of the one to three distinct real roots of (4). Comparing $S$ at those roots identifies the global minimum on the line.

If $c_4=0$, then $q_2$ has the same value on every configuration. Its covariance with anything vanishes, so $c_3=0$ and $c_2=\mathrm{Var}\,q_1\ge0$. For $c_2>0$ the minimum is at $t=-c_1/(2c_2)$. For $c_2=0$, $q_1$ is also constant over the sample, $c_1=0$, and $S$ does not change along the line.

A numerical root finder may give a real root a small imaginary part. When $c_4>0$, no threshold is needed to decide which roots are real: evaluate $S$ at the real parts of all three roots and take the lowest value. The true minimum is among these points, and no other real $t$ can give a lower value.

## A lower variance need not mean an admissible state

A one-dimensional harmonic oscillator shows why the global line minimum still needs a physical condition. Take $\Psi=e^{-\alpha x^2}$, where $\alpha$ has the dimension of inverse length squared. Since $\Psi''=(4\alpha^2x^2-2\alpha)\Psi$,

$$E_L=\frac{\hbar^2\alpha}{m}+x^2\left(\frac{m\omega^2}{2}-\frac{2\hbar^2\alpha^2}{m}\right),$$

$$S=\left(\frac{m\omega^2}{2}-\frac{2\hbar^2\alpha^2}{m}\right)^2\mathrm{Var}(x^2).$$

If $x^2$ varies over the sample, the stationary points are $\alpha=0$ and $\alpha=\pm m\omega/(2\hbar)$. The first is a local maximum and the other two are minima with $S=0$. The positive value gives the ground state. The negative value gives a growing function that solves the differential equation with energy $-\hbar\omega/2$ but cannot be normalized. A fixed finite sample does not detect the growth. Normalizability must therefore be ensured by the choice of $f_i$ or by limits on the parameters.

## Several parameters

Along the coordinate direction $e_i$, the slope at $t=0$ is $c_1=\partial S/\partial\alpha_i$, so $C$ also supplies the gradient. A quasi-Newton method can use the direction $b=-K\nabla S$, where $K$ is a positive definite matrix, initially the identity. After a line minimum at $t$, let $\delta=tb$ be the step and $y$ the change of the gradient. The BFGS update is

$$K\leftarrow\left(1-\frac{\delta y^T}{\delta^Ty}\right)K\left(1-\frac{y\delta^T}{\delta^Ty}\right)+\frac{\delta\delta^T}{\delta^Ty}.$$

The new gradient is perpendicular to $\delta$ because the line minimum is stationary. Therefore $\delta^Ty=-\delta^T\nabla S=t\,(\nabla S)^TK\nabla S$, with $\nabla S$ taken at the old point. This is positive for $t>0$, and $K$ then remains positive definite: for any vector $v$, the updated matrix gives $w^TKw+(\delta^Tv)^2/(\delta^Ty)$ with $w=v-y\,(\delta^Tv)/(\delta^Ty)$, and both terms vanish only if $\delta^Tv=0$ and $w=v=0$. The global line minimum may lie at $t<0$, beyond a barrier; in that case $K$ is reset to the identity.

Exact minimization on each line does not guarantee the global minimum in $P$ dimensions. The method stops where the gradient is small, and other basins may remain unexplored.

## Where the polynomial form is lost

**Reweighting.** To imitate sampling from $|\Psi_\alpha|^2$, one gives each configuration a weight proportional to $e^{2[F(\alpha)-F(\alpha_s)]}$. For two configurations with normalized weights $p$ and $1-p$, the weighted variance is

$$p(1-p)(E_1-E_2)^2=\frac{(E_1-E_2)^2}{4\cosh^2\Delta},$$

where $E_1$ and $E_2$ are the two local energies and $\Delta$ is the difference of $F(\alpha)-F(\alpha_s)$ between the configurations. If $\Delta$ changes along the line, it does so linearly in $t$. The denominator then outgrows the quartic numerator, and the weighted variance tends to zero at large $|t|$ because one configuration takes all the weight.

**Nonlinear parameters.** A length $L$ inside $f=r/(r+L)$ gives $df/dr=L/(r+L)^2$, which is not a polynomial in $L$. Such a parameter must be held fixed while $C$ is used, and $C$ must be rebuilt after it changes.

**Nonlocal potentials.** These contribute ratios

$$\frac{\Psi_\alpha(R')}{\Psi_\alpha(R)}=e^{F(R')-F(R)}\frac{\Phi(R')}{\Phi(R)},$$

in which the exponential does not cancel unless $F(R')=F(R)$. The local energy is then in general not quadratic in $\alpha$.

## Helium with three parameters

Consider the nonrelativistic helium atom with a fixed point nucleus. The length unit is $a=\hbar^2/(me^2)$ and the energy unit is the hartree, $e^2/a$. With $s(r)=r/(r+a)$, choose

$$D=e^{-2(r_1+r_2)/a},\qquad J_0=\tfrac12s(r_{12}),\qquad f_1=s(r_{12})^2,$$

$$f_2=s(r_1)^2+s(r_2)^2,\qquad f_3=s(r_1)^3+s(r_2)^3 .$$

Near $r_{12}=0$, $J_0$ has slope $1/(2a)$. The Laplacians of the two electrons then contribute $-(\hbar^2/2m)\cdot2\cdot(2/r_{12})\cdot1/(2a)=-e^2/r_{12}$, which cancels the Coulomb repulsion. At the nucleus, $D$ contributes $-(\hbar^2/2m)(2/r_i)(-2/a)=+2e^2/r_i$, which cancels the attraction. Each $f_i$ starts at second order or higher in its distance and leaves these cancellations intact. The $f_i$ are also bounded, so every $\Psi_\alpha$ is normalizable.

A sample of 10,000 configurations was drawn from $|\Psi_0|^2$, where the subscript means $\alpha=0$. Independent Metropolis walkers made 600 trial moves each, and only their final positions were kept.

First let only $\alpha_2=t$ vary. One configuration has $r_1=0.4608\,a$ and $r_2=0.5787\,a$. Since $d(s^2)/dr=2ar/(r+a)^3$, its quadratic coefficient in hartree is

$$G_{22}=-\tfrac12\left[\left(\frac{2(0.4608)}{1.4608^3}\right)^2+\left(\frac{2(0.5787)}{1.5787^3}\right)^2\right]=-0.0870 .$$

For the same configuration $E_0=-2.2510$ and $g_2=-0.0233$ hartree.

Over the whole sample, the coefficients of (3) in hartree$^2$ are

$$c_0=0.187275,\quad c_1=-0.322711,\quad c_2=0.363534,$$

$$c_3=-0.000953,\quad c_4=0.000178 .$$

Equation (4) becomes

$$-0.322711+0.727068\,t-0.002859\,t^2+0.000712\,t^3=0 .$$

Its one real root is $t=0.4445$; the other two are $1.79\pm31.90i$. At the real root the terms of (3) add up to

$$S=0.18728-0.14346+0.07184-0.00008+0.00001=0.1156\ \text{hartree}^2$$

when the unrounded terms are summed. For the chosen configuration the local energy there is $-2.2510-0.0104-0.0172=-2.2786$ hartree.

The line is nearly parabolic: dropping $c_3$ and $c_4$ would give $t=0.4439$. Most of the shift to $0.4445$ comes from $c_3$: to first order it moves the root by $-3c_3t^2/(2c_2)=+0.0008$, while $c_4$ moves it by $-4c_4t^3/(2c_2)=-0.0001$. The coefficient $c_3=2\,\mathrm{Cov}(q_1,q_2)$ is small because $q_1$ and $q_2$ are nearly uncorrelated on this line (correlation about $-0.06$); other lines deviate more, and along $\alpha_3$ the parabola misses the minimum by about 8%. The form of $f_2$ sets an upper bound on $c_4$. The function $2ar/(r+a)^3$ has its maximum, $0.296/a$, at $r=a/2$, so $q_2=G_{22}$ lies between $-0.088$ and 0 hartree on every configuration. Its standard deviation therefore cannot exceed half that range, 0.044 hartree; on this sample it is $\sqrt{c_4}=0.013$ hartree.

Minimization over all three parameters from $\alpha=0$ took six line searches to bring the gradient norm below $10^{-9}$ hartree$^2$. On a sample of this kind, random starting points found only this one minimum, and random lines through $\alpha=0$ each had a single real root, so the example does not exercise the choice among several line minima. A new sample was then drawn from the optimized function and the minimization repeated, for three cycles in all. The true energy $E$ and variance $\sigma^2$ of each resulting function were computed by Gauss–Laguerre quadrature over the three interparticle distances, written in perimetric coordinates. Energies are in hartree and variances in hartree$^2$.

| Cycle | $\alpha_1,\alpha_2,\alpha_3$ | $S$ | $E$ | $\sigma^2$ |
|---|---|---|---|---|
| 1 | 0.303, −0.192, 1.335 | 0.0360 | −2.891 | 0.039 |
| 2 | 0.333, −0.250, 1.393 | 0.0373 | −2.891 | 0.038 |
| 3 | 0.328, −0.254, 1.398 | 0.0386 | −2.891 | 0.038 |

At $\alpha=0$ the quadrature values are $E=-2.826$ hartree and $\sigma^2=0.188$ hartree$^2$. The first cycle brings most of the improvement. Its minimized $S$ lies below the true variance of the function it produces. Three effects can contribute: the sample came from the old distribution, the parameters were fitted to that finite sample, and any finite sample carries statistical noise of either sign; in cycle 3, $S$ lies slightly above $\sigma^2$. These numbers do not separate them. The digits of $\alpha_i$ and $S$ belong to the particular samples: over fresh samples of 10,000 configurations the standard deviations are about 0.004 for $\alpha_1$, 0.01 to 0.02 for $\alpha_2$, 0.02 to 0.03 for $\alpha_3$ and 0.001 hartree$^2$ for $S$, while $E$ and $\sigma^2$ move by only about $10^{-4}$. The changes from cycle 2 to cycle 3 lie within this noise.

The final energy is $-78.7$ eV, and the standard deviation of the local energy is 5.3 eV. That remaining spread shows that the three-parameter function is not an eigenstate; its energy lies 0.3 eV above the exact value for the same Hamiltonian, $-2.9037$ hartree or $-79.0$ eV. The variance minimum is also not the energy minimum of this family: $\alpha\approx(0.48,-0.93,2.58)$ gives $E=-2.896$ hartree with $\sigma^2=0.081$ hartree$^2$. The model also omits nuclear motion and relativistic effects.
